# Electrostriction ratio from the misfit dependence of a ferroelectric film's instability: a numerical check

```python
# Result under test: for a (001) film of a cubic paraelectric with Q12 < 0 and
# Q11 + Q12 > 0, the instability temperature rises rho times faster per unit
# compressive misfit than per unit tensile misfit, and Q11/Q12 = -1 - 2/rho.
# Symbols: Q electrostriction (m^4/C^2), s compliance (1/Pa), C Curie constant (K),
# theta Curie-Weiss temperature (K), P polarization (C/m^2), misfit = in-plane strain.
# The numerical side uses a strain-based energy, relaxes the free strains, and
# locates the temperature where the lowest curvature in P vanishes.
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar


def make_material(theta, C, s11, s12, s44, Q11, Q12, Q44):
    s = np.zeros((6, 6))
    s[:3, :3] = s12
    for i in range(3):
        s[i, i] = s11
        s[i + 3, i + 3] = s44
    return dict(theta=theta, C=C, s11=s11, s12=s12, Q11=Q11, Q12=Q12,
                Q44=Q44, stiffness=np.linalg.inv(s))


FIXED = [0, 1, 5]   # in-plane strains, set by the substrate
FREE = [2, 3, 4]    # strains that relax at the stress-free surface


def film_energy(P, T, misfit, m, depol):
    p2 = P**2
    spont = np.empty(6)
    spont[:3] = m["Q12"] * p2.sum() + (m["Q11"] - m["Q12"]) * p2
    spont[3:] = m["Q44"] * np.array([P[1]*P[2], P[0]*P[2], P[0]*P[1]])
    c = m["stiffness"]
    elastic = np.zeros(6)
    elastic[FIXED] = np.array([misfit, misfit, 0.0]) - spont[FIXED]
    elastic[FREE] = np.linalg.solve(c[np.ix_(FREE, FREE)],
                                    -c[np.ix_(FREE, FIXED)] @ elastic[FIXED])
    a = (T - m["theta"]) / (2 * epsilon_0 * m["C"])
    return a * p2.sum() + 0.5 * elastic @ c @ elastic + depol * p2[2]


def curvature(T, misfit, m, depol):
    h = 1e-4
    axes = h * np.eye(3)

    def energy(P):
        return film_energy(P, T, misfit, m, depol)

    e0 = energy(np.zeros(3))
    H = np.zeros((3, 3))
    for i in range(3):
        H[i, i] = (energy(axes[i]) + energy(-axes[i]) - 2 * e0) / h**2
        for j in range(i):
            H[i, j] = H[j, i] = (
                energy(axes[i] + axes[j]) + energy(-axes[i] - axes[j])
                - energy(axes[i] - axes[j]) - energy(axes[j] - axes[i])
            ) / (4 * h**2)
    return H


def instability(misfit, m, depol=0.0, beta=0.0, T_ref=300.0):
    """Temperature and out-of-plane weight of the first unstable mode."""
    def strain(T):
        return misfit + beta * (T - T_ref)

    def lowest(T):
        return np.linalg.eigvalsh(curvature(T, strain(T), m, depol))[0]

    T = brentq(lowest, m["theta"] - 3000, m["theta"] + 6000, xtol=1e-7)
    vectors = np.linalg.eigh(curvature(T, strain(T), m, depol))[1]
    return T, vectors[2, 0]**2


def numerical_slopes(m, **options):
    """Rise per unit compression and per unit tension, between 0.3% and 0.5%."""
    slopes = []
    for sign in (-1, 1):
        T_far = instability(sign * 0.005, m, **options)[0]
        T_near = instability(sign * 0.003, m, **options)[0]
        slopes.append((T_far - T_near) / 0.002)
    return slopes


def infer_ratio(rho):
    return -1 - 2 / rho


def close(x, y, tol=1e-4):
    return abs(x - y) <= tol * abs(y)


# Recover the electrostriction ratio for unrelated elastic and dielectric data.
rng = np.random.default_rng(4)
recovery_error = 0.0
for _ in range(6):
    s11 = rng.uniform(6e-12, 12e-12)
    Q12 = -rng.uniform(0.015, 0.05)
    true_ratio = -rng.uniform(1.5, 4.0)
    trial = make_material(rng.uniform(200, 700), rng.uniform(5e4, 2e5), s11,
                          -rng.uniform(0.1, 0.4) * s11, rng.uniform(6e-12, 15e-12),
                          true_ratio * Q12, Q12, rng.uniform(0.02, 0.08))
    kc_num, kt_num = numerical_slopes(trial)
    error = abs(infer_ratio(kc_num / kt_num) - true_ratio)
    recovery_error = max(recovery_error, error)
assert recovery_error < 1e-3

# Worked example: rough typical barium titanate parameters, Q11 inferred.
rho = 1.28
ratio = infer_ratio(rho)
theta, C = 390.0, 1.5e5
s11, s12, s44 = 8.3e-12, -2.7e-12, 9.2e-12
Q12, Q44 = -0.043, 0.059
Q11 = ratio * Q12
film = make_material(theta, C, s11, s12, s44, Q11, Q12, Q44)
S = s11 + s12
kc = 4 * epsilon_0 * C * abs(Q12) / S
kt = 2 * epsilon_0 * C * (Q11 + Q12) / S
kc_num, kt_num = numerical_slopes(film)
assert close(kc_num, kc) and close(kt_num, kt)
assert close(kc_num / kt_num, rho)
T_comp, weight_comp = instability(-0.005, film)
T_tens, weight_tens = instability(0.005, film)
assert abs(T_comp - (theta + 0.005 * kc)) < 0.01
assert abs(T_tens - (theta + 0.005 * kt)) < 0.01
assert abs(instability(0.0, film)[0] - theta) < 0.01
assert weight_comp > 0.99 and weight_tens < 0.01

# The opposite sign branch gives the same slope ratio with another Q11/Q12.
other_ratio = -1 - 2 * rho
other = make_material(theta, C, s11, s12, s44,
                      other_ratio * abs(Q12), abs(Q12), Q44)
other_c, other_t = numerical_slopes(other)
other_weight = instability(-0.005, other)[1]
assert close(other_c / other_t, rho) and other_weight < 0.01

# With Q12 and Q11 + Q12 both negative, tension lowers the instability.
one_sided = make_material(theta, C, s11, s12, s44, 0.5 * abs(Q12), Q12, Q44)
T_one_sided = instability(0.005, one_sided)[0]
assert T_one_sided < theta - 1

# Sensitivity to the measured slope ratio.
sensitivity = 2 / rho**2
step = 1e-5
difference = (infer_ratio(rho + step) - infer_ratio(rho - step)) / (2 * step)
assert close(difference, sensitivity)

# Misfit quoted at a fixed temperature while thermal expansion changes it.
beta = 2e-6
kc_thermal, kt_thermal = kc / (1 + beta * kc), kt / (1 - beta * kt)
num_c, num_t = numerical_slopes(film, beta=beta)
assert close(num_c, kc_thermal) and close(num_t, kt_thermal)
rho_thermal = num_c / num_t

# Imperfect electrode screening of the uniform out-of-plane mode.
thickness, screening = 30e-9, 0.01e-9
depol = screening / (epsilon_0 * thickness)
T_shift = 2 * C * screening / thickness
T_screened = instability(-0.005, film, depol=depol)[0]
assert abs(T_comp - T_screened - T_shift) < 0.01
screened_c, screened_t = numerical_slopes(film, depol=depol)
assert close(screened_c, kc) and close(screened_t, kt)
kink = -T_shift / (kc + kt)
assert instability(kink - 1e-4, film, depol=depol)[1] > 0.99
assert instability(kink + 1e-4, film, depol=depol)[1] < 0.01
rho_chord = (T_screened - theta) / (T_tens - theta)

# Equilibrium strain retained against a square grid of edge dislocations.
burgers, nominal = 0.4e-9, 0.005
poisson = -s12 / s11
line_energy = (burgers**2 / s11 * (np.log(thickness / burgers) + 1)
               / (8 * np.pi * (1 - poisson**2)))
retained = S * line_energy / (burgers * thickness)


def relaxation_energy(u):
    return u**2 * thickness / S + 2 * (nominal - u) * line_energy / burgers


minimum = minimize_scalar(relaxation_energy, bounds=(0, nominal),
                          method="bounded", options={"xatol": 1e-10})
assert close(minimum.x, retained, 1e-3) and retained < nominal
rho_relaxed = 0.9 * rho

print(f"Given slope ratio, compression/tension: {rho:.2f}")
print(f"Inferred Q11/Q12: {ratio:.4f}")
print(f"Q11/Q12 from numerical slopes: {infer_ratio(kc_num/kt_num):.4f}")
print(f"Largest recovery error, six trial materials: {recovery_error:.1e}")
print(f"Q11/Q12 on the opposite sign branch: {other_ratio:.2f}")
print(f"Numerical slope ratio on that branch: {other_c/other_t:.4f}")
print(f"Sensitivity d(Q11/Q12)/d(rho): {sensitivity:.3f}")
print(f"Q11/Q12 for rho = 1.275: {infer_ratio(1.275):.3f}")
print(f"Q11/Q12 for rho = 1.285: {infer_ratio(1.285):.3f}")
print(f"Rough Curie-Weiss temperature: {theta:.0f} K")
print(f"Rough Curie constant: {C:.2e} K")
print(f"Rough s11, s12, s44: {s11*1e12:.1f}, {s12*1e12:.1f}, {s44*1e12:.1f} 1/TPa")
print(f"Rough Q12: {Q12:.3f} m^4/C^2")
print(f"Rough Q44: {Q44:.3f} m^4/C^2")
print(f"Inferred Q11: {Q11:.4f} m^4/C^2")
print(f"Q11 + Q12: {Q11+Q12:.4f} m^4/C^2")
print(f"Compressive slope, formula: {kc/100:.1f} K per percent")
print(f"Compressive slope, numerical: {kc_num/100:.1f} K per percent")
print(f"Tensile slope, formula: {kt/100:.1f} K per percent")
print(f"Tensile slope, numerical: {kt_num/100:.1f} K per percent")
print(f"Instability at -0.5% misfit: {T_comp:.1f} K")
print(f"Instability at +0.5% misfit: {T_tens:.1f} K")
print(f"Out-of-plane mode weight at -0.5%: {weight_comp:.3f}")
print(f"Out-of-plane mode weight at +0.5%: {weight_tens:.3f}")
print(f"One-sided case, Q11/Q12: {one_sided['Q11']/one_sided['Q12']:.2f}")
print(f"One-sided case, instability at +0.5%: {T_one_sided:.1f} K")
print(f"Rough thermal mismatch du/dT: {beta:.1e} 1/K")
print(f"Compressive slope with it: {num_c/100:.1f} K per percent")
print(f"Tensile slope with it: {num_t/100:.1f} K per percent")
print(f"Apparent slope ratio with it: {rho_thermal:.3f}")
print(f"Apparent Q11/Q12 with it: {infer_ratio(rho_thermal):.2f}")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Rough screening length per electrode: {screening*1e9:.3f} nm")
print(f"Lowering of out-of-plane instability: {T_shift:.1f} K")
print(f"Screened instability at -0.5%: {T_screened:.1f} K")
print(f"Screened compressive slope: {screened_c/100:.1f} K per percent")
print(f"Kink moves to misfit: {kink*100:.3f} percent")
print(f"False slope ratio drawn from theta: {rho_chord:.3f}")
print(f"False Q11/Q12 from it: {infer_ratio(rho_chord):.2f}")
print(f"Rough Burgers vector: {burgers*1e9:.1f} nm")
print(f"Poisson ratio from compliances: {poisson:.3f}")
print(f"Dislocation line energy: {line_energy*1e9:.2f} nJ/m")
print(f"Equilibrium retained strain: {retained*100:.3f} percent")
print(f"Slope ratio after 10% compressive relaxation: {rho_relaxed:.3f}")
print(f"Apparent Q11/Q12 after it: {infer_ratio(rho_relaxed):.2f}")
print("verified")
```

Printed output:

```
Given slope ratio, compression/tension: 1.28
Inferred Q11/Q12: -2.5625
Q11/Q12 from numerical slopes: -2.5625
Largest recovery error, six trial materials: 1.5e-08
Q11/Q12 on the opposite sign branch: -3.56
Numerical slope ratio on that branch: 1.2800
Sensitivity d(Q11/Q12)/d(rho): 1.221
Q11/Q12 for rho = 1.275: -2.569
Q11/Q12 for rho = 1.285: -2.556
Rough Curie-Weiss temperature: 390 K
Rough Curie constant: 1.50e+05 K
Rough s11, s12, s44: 8.3, -2.7, 9.2 1/TPa
Rough Q12: -0.043 m^4/C^2
Rough Q44: 0.059 m^4/C^2
Inferred Q11: 0.1102 m^4/C^2
Q11 + Q12: 0.0672 m^4/C^2
Compressive slope, formula: 407.9 K per percent
Compressive slope, numerical: 407.9 K per percent
Tensile slope, formula: 318.7 K per percent
Tensile slope, numerical: 318.7 K per percent
Instability at -0.5% misfit: 594.0 K
Instability at +0.5% misfit: 549.3 K
Out-of-plane mode weight at -0.5%: 1.000
Out-of-plane mode weight at +0.5%: 0.000
One-sided case, Q11/Q12: -0.50
One-sided case, instability at +0.5%: 339.0 K
Rough thermal mismatch du/dT: 2.0e-06 1/K
Compressive slope with it: 377.2 K per percent
Tensile slope with it: 340.4 K per percent
Apparent slope ratio with it: 1.108
Apparent Q11/Q12 with it: -2.81
Film thickness: 30 nm
Rough screening length per electrode: 0.010 nm
Lowering of out-of-plane instability: 100.0 K
Screened instability at -0.5%: 494.0 K
Screened compressive slope: 407.9 K per percent
Kink moves to misfit: -0.138 percent
False slope ratio drawn from theta: 0.652
False Q11/Q12 from it: -4.07
Rough Burgers vector: 0.4 nm
Poisson ratio from compliances: 0.325
Dislocation line energy: 4.56 nJ/m
Equilibrium retained strain: 0.213 percent
Slope ratio after 10% compressive relaxation: 1.152
Apparent Q11/Q12 after it: -2.74
verified
```
